# Homogenising Nanolaminates by Annealing: Composition Waves and End Layers

**Q:** You want to choose an anneal that turns a stack of alternating layers into a uniform mixed film. Why should a composition wave keep its shape while it fades, and what sets the rate?

**A:** Let $c(x,t)$ be the fraction of sites occupied by component A at depth $x$; the rest hold B. I assume that A and B mix in all proportions, that mixing changes no volume, that composition varies only with depth, and that a continuum description holds. Gradient energy and compound formation are left out. The flux, in units of site density, is then $J=-D\,\partial c/\partial x$. Conservation, $\partial c/\partial t=-\partial J/\partial x$, gives for constant $D$

$$\frac{\partial c}{\partial t}=D\frac{\partial^2 c}{\partial x^2}.$$

Take a wave of period $L$ about the mean $\bar c$:

$$c=\bar c+M(t)\cos kx,\qquad k=\frac{2\pi}{L}.$$

Two derivatives of the cosine return the same cosine times $-k^2$. The equation therefore becomes $\dot M\cos kx=-Dk^2M\cos kx$ at every $x$, so

$$\dot M=-Dk^2M,\qquad M(t)=M(0)\,e^{-4\pi^2Dt/L^2}=M(0)\,e^{-t/\tau},\qquad \tau=\frac{L^2}{4\pi^2D}.$$

The shape survives because the cosine is an eigenfunction of the second derivative. The factor $4\pi^2$ is the square of the $2\pi$ in $k$, with $L$ the full period, one A layer plus one B layer. Halving $L$ doubles the gradient and halves the distance to be covered, so $\tau$ falls by four.

**Q:** A deposited laminate is not a cosine. It jumps from pure A to pure B. Why should one exponential describe it?

**A:** At first it does not. Let A fill a fraction $f$ of each period, so $\bar c=f$, and put $x=0$ at the centre of an A layer. The profile is even, and its cosine coefficients are

$$b_n=\frac2L\int_{-fL/2}^{fL/2}\cos\frac{2\pi nx}{L}\,dx=\frac2L\,\frac{L}{2\pi n}\,2\sin(\pi nf)=\frac{2}{\pi n}\sin(\pi nf).$$

The $n$th harmonic has wave number $nk$, so it decays $n^2$ times faster than the fundamental. With $s=t/\tau$,

$$c=f+\sum_{n\ge1}\frac{2}{\pi n}\sin(\pi nf)\cos\frac{2\pi nx}{L}\,e^{-n^2s}.$$

The sharp interfaces live in the high harmonics and blur first; the fundamental remains.

**Q:** "Remains" is vague. How large an error do you make by dropping the rest?

**A:** It can be bounded. First, $|\sin n\theta|\le n|\sin\theta|$. This holds for $n=1$, and if it holds for $n$, then

$$|\sin(n+1)\theta|\le|\sin n\theta||\cos\theta|+|\cos n\theta||\sin\theta|\le(n+1)|\sin\theta|.$$

With $\theta=\pi f$, the amplitude of harmonic $n$ is at most $(2/\pi)\sin(\pi f)\,e^{-n^2s}$. Divided by the amplitude of the fundamental, $(2/\pi)\sin(\pi f)\,e^{-s}$, this leaves $e^{-(n^2-1)s}$. For integer $n\ge2$,

$$n^2-1-[3+5(n-2)]=(n-2)(n-3)\ge0,$$

so the sum over $n\ge2$ is no larger than a geometric series:

$$\frac{\text{all higher harmonics}}{\text{fundamental}}\le\sum_{m\ge0}e^{-(3+5m)s}=\frac{e^{-3s}}{1-e^{-5s}}.$$

**Q:** Then what anneal do you prescribe?

**A:** I must first say what counts as homogeneous. I require $|c-f|\le\varepsilon$ everywhere. When the bound above is small, the largest deviation is the amplitude of the fundamental. Setting $(2/\pi)\sin(\pi f)\,e^{-s}=\varepsilon$ and using $Dt=sL^2/4\pi^2$ gives

$$Dt=\frac{L^2}{4\pi^2}\ln\frac{2\sin(\pi f)}{\pi\varepsilon}.$$

Take round model parameters that stand for no particular material: $L=4$ nm, $f=0.25$ and $\varepsilon=0.01$. The initial fundamental is $(2/\pi)\sin(\pi/4)=0.4502$, so

$$s=\ln\frac{0.4502}{0.01}=3.807,\qquad Dt=\frac{16\ \text{nm}^2}{4\pi^2}\times3.807=1.543\ \text{nm}^2.$$

At this $s$ the bound on the higher harmonics is $1.1\times10^{-5}$ of the fundamental. An independent sum of error functions for the spreading layers gives a peak deviation of 0.010000.

**Q:** A furnace is set by temperature and time, and $D$ changes while it heats. Your constant $D$ has gone.

**A:** What is needed is a $D$ uniform in space, not constant in time. Define $q(t)=\int_0^tD(T(t'))\,dt'$. Since $dq=D\,dt$, the diffusion equation becomes $\partial c/\partial q=\partial^2c/\partial x^2$. Every result above holds with $Dt$ replaced by $q$.

For $D=D_0e^{-E/k_BT}$ and a hold of length $t_h$, solve $D_0t_he^{-E/k_BT_h}=q$:

$$T_h=\frac{E}{k_B\ln(D_0t_h/q)}.$$

With $D_0=10^{11}\ \text{nm}^2/\text{s}$, $E=2.5$ eV and $t_h=1800$ s, the logarithm is $\ln(1.8\times10^{14}/1.543)=32.39$. Thus $k_BT_h=2.5/32.39=0.0772$ eV, or $T_h=895.7$ K (622.5 °C). The diffusivity is $1.543/1800=8.57\times10^{-4}\ \text{nm}^2/\text{s}$, and $\tau=1800/3.807=473$ s.

**Q:** And the heating and cooling ramps? Do you just ignore them?

**A:** They can be converted into hold time. For a linear ramp at rate $r$ from $T_0$ to $T_h$, $dt=dT/r$. Put $v=1/T$ and $b=E/k_B$; then $dT=-dv/v^2$, and the integral to evaluate is

$$I=\int_{T_0}^{T_h}D\,dT=D_0\int_{1/T_h}^{1/T_0}\frac{e^{-bv}}{v^2}\,dv.$$

Integrate by parts, using $e^{-bv}=-b^{-1}\,d(e^{-bv})/dv$:

$$I=\frac{D(T_h)T_h^2}{b}-\frac{D(T_0)T_0^2}{b}-\frac{2D_0}{b}\int_{1/T_h}^{1/T_0}\frac{e^{-bv}}{v^3}\,dv.$$

Both subtracted terms are positive, so the first term is an upper limit. Dividing it by $rD(T_h)$ gives the equivalent hold time

$$t_r\simeq\frac{k_BT_h^2}{Er}.$$

In the last integral $1/v\le T_h$, so that term is at most $(2T_h/b)I=(2k_BT_h/E)I$. The relative shortfall is therefore at most $2k_BT_h/E$, apart from the starting term, which is negligible when the ramp starts cold.

For $r=0.5$ K/s from 300 K, the formula gives 55.3 s and direct quadrature 52.2 s. The shortfall is 5.7 percent of the formula's value, within the limit of 6.2 percent. Heating and cooling together add 104 s to the 1800 s hold. Integrating the diffusion equation through the whole cycle leaves a fraction 0.01785 of a sinusoid, against 0.01782 from $e^{-k^2q}$. Multiplied by 0.4502, this is a deviation of 0.008, so here the ramps take the laminate somewhat past the target.

**Q:** Your laminate still goes on for ever. Mine has a substrate below and a surface above. Does the prescription survive?

**A:** That depends on where the stack is cut. Suppose that neither component crosses the two boundaries. Then $\partial c/\partial x=0$ there. A cosine has zero slope at its extrema at all times, so walls at the centres of layers change nothing.

A stack made of $N$ complete A/B pairs is different. It starts with a full A layer of thickness $fL$ and ends with a full B layer. An impermeable wall acts as a mirror: extend the profile evenly through $x=0$, and the first A layer becomes an A layer of thickness $2fL$. The extended film is a laminate with a defect, which holds extra A.

**Q:** One layer too thick, in a film of many. How much can that matter?

**A:** Spread the mirrored profile with the Gaussian kernel of the diffusion equation, $G(y)=e^{-y^2/4q}/\sqrt{4\pi q}$. While the far wall is many diffusion lengths away, the composition at the near wall is

$$c(0)=2\sum_{j\ge0}\int_{jL}^{(j+f)L}G\,dy=\sum_{j\ge0}\left[\operatorname{erf}\frac{(j+f)L}{\sqrt{4q}}-\operatorname{erf}\frac{jL}{\sqrt{4q}}\right].$$

The factor 2 counts the mirror image. For the anneal just prescribed, $q=1.543\ \text{nm}^2$, this gives $c(0)-f=+0.199$: twenty times the tolerance. A numerical solution for a film of $N=10$ periods, $H=NL=40$ nm thick, gives the same value, and $-0.185$ at the B wall. The middle of that film has meanwhile reached 0.0100, as designed.

**Q:** Can I see where this excess comes from without summing error functions?

**A:** Yes, once diffusion has reached across several periods. Write $c_0$ for the initial profile and let $S(x)=\int_0^x(c_0-f)\,dy$ be the accumulated excess of A. Through the first A layer it rises linearly to $(1-f)fL$; through the B layer it falls back to zero. This triangle repeats, and its average is half its height:

$$P=\tfrac12f(1-f)L.$$

Integrating by parts with $S(0)=0$ and $G(\infty)=0$,

$$c(0)-f=2\int_0^\infty(c_0-f)G\,dy=-2\int_0^\infty S\,G'\,dy.$$

If $\sqrt q\gg L$, $G'$ hardly changes over one period and $S$ may be replaced by its average. Since $-\int_0^\infty G'\,dy=G(0)=1/\sqrt{4\pi q}$,

$$c(0)-f\simeq\frac{P}{\sqrt{\pi q}}\qquad(L\ll\sqrt q\ll H).$$

This is a power law: the excess is not an oscillation that can cancel with its neighbours, but material that must travel into the film. Here $P=0.25\times0.75\times4/2=0.375$ nm. At $q=20\ \text{nm}^2$ the formula gives 0.0473 and the film 0.0476. At $q=1.543\ \text{nm}^2$ it would give 0.170 instead of 0.199, because $\sqrt q=1.24$ nm is then less than one period.

**Q:** So how long must I anneal such a stack until even its walls meet the tolerance?

**A:** For that, use the modes of the whole film, $\cos(n\pi x/H)$, which have zero slope at both walls and decay as $e^{-n^2\pi^2q/H^2}$. Their initial amplitudes are

$$a_n=\frac2H\sum_{j=0}^{N-1}\int_{jL}^{(j+f)L}\cos\frac{n\pi x}{H}\,dx=\frac{2}{n\pi}\sum_{j=0}^{N-1}\bigl[\sin2\theta(j+f)-\sin2\theta j\bigr],\qquad\theta=\frac{n\pi}{2N}.$$

The bracket equals $2\sin(\theta f)\cos\theta(2j+f)$. To sum the cosines, multiply by $2\sin\theta$:

$$2\sin\theta\cos\theta(2j+f)=\sin\theta(2j+1+f)-\sin\theta(2j-1+f).$$

Neighbouring terms cancel. Since $2N\theta=n\pi$, the ends leave

$$\sin[n\pi-\theta(1-f)]+\sin\theta(1-f).$$

For odd $n$ this is $2\sin\theta(1-f)$. For even $n$ it vanishes, so those modes are absent unless $\sin\theta=0$, which means $n=2N,4N,\dots$; they have periods $L,L/2,\dots$ and decay as fast as the laminate harmonics. They carry only part of those harmonics, because $x=0$ is now the edge of a layer: $a_{2N}=\sin(2\pi f)/\pi$, and odd modes near $n=2N$ supply the rest. For odd $n$,

$$a_n=\frac{4}{n\pi}\,\frac{\sin(\theta f)\,\sin\theta(1-f)}{\sin\theta}.$$

For $n\ll N$ all sines may be replaced by their arguments, and $a_n\simeq2f(1-f)/N$. The slowest mode, $n=1$, has the lifetime $H^2/\pi^2$ in $q$, against $L^2/4\pi^2$ for the laminate wave: longer by $4N^2$, here 400. If $a_1$ is well above $\varepsilon$, the other modes are gone when this one reaches the tolerance, and

$$q_{\rm full}=\frac{H^2}{\pi^2}\ln\frac{a_1}{\varepsilon}.$$

**Q:** In furnace hours, please.

**A:** With $a_1=0.03756$,

$$q_{\rm full}=\frac{1600\ \text{nm}^2}{\pi^2}\ln3.756=214.5\ \text{nm}^2,$$

139 times the earlier requirement. At 895.7 K the half-hour hold becomes $214.5/(8.57\times10^{-4})=2.50\times10^5$ s, or 69.5 h. Keeping the hold at 1800 s instead requires 1056.7 K. The numerical film has a peak deviation of 0.0100 at this $q$.

**Q:** Then I shall deposit thinner layers. Your $L^2$ law promises a large gain.

**A:** It gives that gain in the interior, as long as a period spans many atomic planes and gradient energy stays negligible. For jumps between planes of spacing $a$, $k^2$ is replaced by $2(1-\cos ka)/a^2$, which lengthens $\tau$ by about 1 percent at 16 planes per period and by 23 percent at 4. At the walls the gain depends on how $a_1$ compares with $\varepsilon$. At fixed $H$, $a_1\simeq2f(1-f)L/H$, so $L$ enters $q_{\rm full}$ through a logarithm while $a_1$ is well above $\varepsilon$.

A thick film with many periods behaves differently again. If $a_1$ is below $\varepsilon$, the excess need not cross the whole film; it need only spread far enough from each wall. Setting $P/\sqrt{\pi q}=\varepsilon$ gives

$$q=\frac{P^2}{\pi\varepsilon^2}=\frac{(0.375/0.01)^2}{\pi}\ \text{nm}^2\approx448\ \text{nm}^2,$$

independent of $H$. Here $\sqrt q\approx21$ nm, so this applies to films much thicker than that. In this case the requirement does scale as $L^2$, but so does the interior requirement, and for these values of $f$ and $\varepsilon$ the wall requirement stays about 290 times larger.

**Q:** Is there a remedy other than patience or heat?

**A:** Change the end layers. Begin and end with an A layer of half thickness, $fL/2$. Reflection then restores a layer of the normal thickness $fL$, and the mirrored film is the perfect periodic laminate. The total amount of A is unchanged, since two halves replace one full layer. The original prescription applies again: in the numerical film the peak deviation after $q=1.543\ \text{nm}^2$ is 0.0100, walls included. Exchanging the names A and B shows that half B layers at both ends work equally well.

In the example the half layer is 0.5 nm thick, so control of the first and last deposition cycles matters. An end layer too thick by $\delta$ adds an excess $(1-f)\delta$, because inserted A exceeds the mean by $1-f$. As a check, $\delta=fL/2$ turns the half layer into a full one and gives $f(1-f)L/2=P$. For $L\ll\sqrt q\ll H$ the wall deviation is then $(1-f)\delta/\sqrt{\pi q}$. The anneal of the example, with $\sqrt q=1.24$ nm, lies below this range; there the formula is only a rough guide, and the remaining laminate wave adds to it.

The remedy assumes impermeable boundaries. If a component enters the substrate or evaporates, the wall condition is different and these formulas do not apply near it.

**Q:** My last objection is to $D$ itself. Why should atoms move equally fast in an A-rich and a B-rich layer?

**A:** They need not. Let $\delta c=c-\bar c$ and $D=\bar D(1+\beta\,\delta c)$, where $\bar D$ is the diffusivity at the mean composition. Because $\delta c\,\partial_x\delta c=\tfrac12\partial_x(\delta c)^2$, with $q=\bar Dt$,

$$\frac{\partial\,\delta c}{\partial q}=\frac{\partial^2}{\partial x^2}\left[\delta c+\frac\beta2(\delta c)^2\right].$$

Start from a pure sinusoid of amplitude $M_0$ with $|\beta|M_0\ll1$, and try $\delta c=M\cos kx+M_2\cos2kx$. In the square, $M^2\cos^2kx$ contributes $\tfrac12M^2\cos2kx$, and the cross term contributes $MM_2\cos kx$. The constant drops out on differentiation; the third harmonic and $M_2^2$ are of higher order. With $s=k^2q$,

$$\frac{dM_2}{ds}=-4M_2-\beta M^2,\qquad\frac{dM}{ds}=-M-\frac\beta2MM_2.$$

To leading order $M=M_0e^{-s}$. Then $d(M_2e^{4s})/ds=-\beta M_0^2e^{2s}$, and with $M_2(0)=0$

$$M_2=-\frac{\beta M_0^2}{2}\left(e^{-2s}-e^{-4s}\right).$$

The second equation gives the accumulated change of the fundamental:

$$\ln\frac{Me^s}{M_0}\to-\frac\beta2\int_0^\infty M_2\,ds=\frac{\beta^2M_0^2}{4}\left(\frac12-\frac14\right)=\frac{\beta^2M_0^2}{16}.$$

For $\beta=2$ and $M_0=0.1$ this is an excess of 0.00250; integrating the full nonlinear equation gives 0.00252 at $s=4$. The late decay rate agrees with $k^2\bar D$ to within 0.1 percent.

This excess belongs to a strictly linear $D(c)$. If $D/\bar D$ also contains a term $\gamma(\delta c)^2$, the square bracket gains $\tfrac\gamma3(\delta c)^3$, whose part in $\cos kx$ is $\tfrac\gamma4M^3$. The logarithm then changes by a further $-\tfrac\gamma4M_0^2\int_0^\infty e^{-2s}\,ds=-\gamma M_0^2/8$, which is of the same order. For an exponential $D=\bar De^{\beta\,\delta c}$, $\gamma=\beta^2/2$ and the two contributions cancel.

**Q:** But my fresh laminate swings from 0 to 1, not by 0.1.

**A:** Then this small-amplitude correction cannot be used for the early stage. If $D$ varies strongly between pure A and pure B, the amplitude $(2/\pi)\sin(\pi f)$ inside the logarithm of the anneal formula must be replaced by an effective one, found by integrating the nonlinear equation with the measured $D(c)$. Once $|\beta\,\delta c|\ll1$, the remaining wave decays at the rate $4\pi^2\bar D/L^2$, provided $\bar D>0$ and gradient energy is negligible. Close to $\bar D=0$ it is not negligible for short periods.

All this relies on the opening assumption that A and B mix in all proportions. If they do not, $\bar D>0$ is no guarantee of a uniform film: small waves decay, but a laminate of nearly pure layers can remain separated. If $\bar D<0$, then $\dot M=-\bar Dk^2M$ describes growth of long waves. For short periods the gradient energy left out here can turn growth into decay, but sufficiently long waves still grow, so a uniform mixture is unstable at that temperature. Such waves fit across the depth only if the film is thick enough, but waves along the plane of the film, which this one-dimensional model leaves out, fit at any thickness.

## Values computed for the example and the checks

```
Period L = 4.0 nm, A fraction f = 0.25
Periods N = 10, film thickness H = 40.0 nm
Allowed peak deviation eps = 0.010 (site fraction)
D0 = 1.0e+11 nm^2/s, E = 2.50 eV
Hold time = 1800 s, ramp rate = 0.50 K/s
Ramp start and end temperature = 300 K
Initial fundamental amplitude = 0.4502 (site fraction)
Required s = t/tau = 3.8070 (dimensionless)
Required q = D t = 1.5429 nm^2
Bound on higher harmonics at that s = 1.10e-05
Peak deviation, error-function sum = 0.010000
Hold temperature = 895.7 K = 622.5 deg C
D at hold temperature = 8.5718e-04 nm^2/s
Decay time tau = 472.8 s
One ramp, equivalent hold, formula = 55.31 s
One ramp, equivalent hold, quadrature = 52.17 s
Shortfall bound 2kT/E = 0.0617
Sinusoid left after full cycle, PDE = 0.01785
Same, exp(-4 pi^2 q/L^2) = 0.01782
Finite film after the required q (site-fraction deviations):
  half A layers at both ends, peak = 0.01001
  full end layers, middle of film, peak = 0.01001
  full end layers, wall at A = +0.1992
  full end layers, wall at B = -0.1850
  wall at A from error functions = +0.1992
Wall excess P = 0.3750 nm
Wall at A for q = 20 nm^2, film = 0.04761
Same, P/sqrt(pi q) = 0.04731
Slowest-mode amplitude a1 = 0.03756 (site fraction)
Slowest-mode lifetime / tau = 400
q needed with full end layers = 214.53 nm^2
Peak deviation at that q, film = 0.01000
Ratio of the two required q = 139.0
Time at same temperature = 2.503e+05 s = 69.5 h
Temperature for the same hold time = 1056.7 K
Variable D: beta = 2.0, A0 = 0.10
  second harmonic at s=0.3, PDE = -0.002481
  second harmonic at s=0.3, formula = -0.002476
  fundamental excess at s=4, PDE = 0.002518
  fundamental excess, formula = 0.002500
  late decay rate times tau = 0.99948
```
